# Gate length at which tunnelling equals over-barrier current

## Problem

A short transistor in its off state has a potential barrier between source and drain. Electrons cross it by thermal emission over the top or by tunnelling through it. Model the barrier as a rectangle of height $U=0.4$ eV and length $L$, and identify $L$ with the gate length. At what $L$ are the two currents equal at 300 K, if the transport mass is 0.2 electron masses?

Several conditions are needed before this has a definite answer. The height $U$ is measured from the conduction-band edge, which has the same energy in both contacts. The barrier edges are abrupt, and the mass is the same in barrier and contacts. Transport is coherent and free of scattering. The contacts are nondegenerate: their Fermi level lies several $kT$ below the band edge. The bias drives a current but leaves the barrier shape unchanged, which is best justified for small bias.

Let $E$ be the energy of motion along the channel, counted from the band edge. Electrons with $0<E<U$ carry the tunnelling current, those with $E>U$ the over-barrier current.

Rydberg atomic units are used: $\hbar=1$, the electron mass is $1/2$, lengths are in bohr and energies in Ry. With $m$ the transport mass in electron masses, the kinetic energy is $k^2/m$ and the wave equation is

$$-\frac{1}{m}\psi''+V\psi=E\psi .$$

The data are $m=0.2$, $U=0.029399$ Ry and $kT=0.0019001$ Ry, so that $u\equiv U/kT=15.473$.

## A tempting solution

Most electrons in a nondegenerate source sit near the band edge. Inside the barrier their wave function decays with the constant $\kappa_0=\sqrt{mU}$, so they tunnel with probability about $e^{-2\kappa_0L}$. The fraction of electrons able to pass over the top is about $e^{-U/kT}$. The currents are equal when these two small numbers are equal:

$$2\sqrt{mU}\,L_0=\frac{U}{kT}
\quad\Longrightarrow\quad
L_0=\frac{1}{2kT}\sqrt{\frac{U}{m}} .$$

The numbers give

$$L_0=\frac{\sqrt{0.029399/0.2}}{2\times0.0019001}=100.9\ \text{bohr}=5.34\ \text{nm}.$$

## Where it goes wrong

The argument equates two exponentials, but the question asks about two currents. A current is an integral over energy of supply times transmission. Equating the exponentials assumes two further things: that both integrals cover the same effective width of energy, and that the factors multiplying the exponentials are equal. Neither was shown, and both turn out to be false.

To see this, write the currents down. For one transverse mode, the net current is proportional to

$$\int_0^\infty T(E)\,[f_s(E)-f_d(E)]\,dE ,$$

where $T$ is the transmission and $f_s,f_d$ are the occupations in source and drain. Let the source Fermi level be $\mu$ and the drain Fermi level $\mu-W$. In the nondegenerate regime $f_s=e^{(\mu-E)/kT}$ and $f_d=e^{(\mu-W-E)/kT}$, hence

$$f_s-f_d=e^{\mu/kT}\left(1-e^{-W/kT}\right)e^{-E/kT}.$$

Fermi level and bias enter through a factor independent of $E$, which cancels from the ratio of the currents. Transverse motion cancels too. With one mass throughout and a barrier uniform across the channel, transverse motion is conserved and $T$ depends on $E$ alone. A transverse energy $E_\perp$ then multiplies the supply by $e^{-E_\perp/kT}$, and the sum over transverse states is another common factor.

It is convenient to measure both currents against the over-barrier current that would flow with $T=1$ above the top. That reference is $\int_U^\infty e^{-E/kT}dE=kT\,e^{-U/kT}$, so define

$$j_T=\int_0^U T\,e^{(U-E)/kT}\,\frac{dE}{kT},\qquad
j_O=\int_U^\infty T\,e^{(U-E)/kT}\,\frac{dE}{kT}.$$

The required length satisfies $j_T=j_O$.

**The energy width.** Keep for the moment the transmission law of the tempting solution, but apply it at every energy: $T=e^{-2L\sqrt{m(U-E)}}$ below the top and $T=1$ above it. This is the WKB approximation without prefactors. Then $j_O=1$. With $x=(U-E)/kT$, the depth below the top in units of $kT$, and $\lambda=2L\sqrt{m\,kT}$, the tunnelling current is

$$j_T^{\rm WKB}=\int_0^u e^{x-\lambda\sqrt x}\,dx .$$

Substitute $x=y^2$, $dx=2y\,dy$, put $s=\sqrt u$, and split $2y=(2y-\lambda)+\lambda$. The first part is a total derivative:

$$j_T^{\rm WKB}=e^{s^2-\lambda s}-1+\lambda\int_0^s e^{y^2-\lambda y}\,dy .$$

In the remaining integral complete the square, $y^2-\lambda y=(y-\lambda/2)^2-\lambda^2/4$, and shift to $t=y-\lambda/2$:

$$\int_0^s e^{y^2-\lambda y}dy=e^{-\lambda^2/4}\int_{-\lambda/2}^{\,s-\lambda/2}e^{t^2}dt .$$

Dawson's function is $D(z)=e^{-z^2}\int_0^z e^{t^2}dt$, which is odd in $z$. The last integral is therefore $e^{(s-\lambda/2)^2}D(s-\lambda/2)+e^{\lambda^2/4}D(\lambda/2)$. Since $(s-\lambda/2)^2-\lambda^2/4=s^2-\lambda s$,

$$j_T^{\rm WKB}=e^{s^2-\lambda s}\left[1+\lambda D\!\left(s-\tfrac{\lambda}{2}\right)\right]-1+\lambda D\!\left(\tfrac{\lambda}{2}\right).$$

The tempting condition $2\sqrt{mU}L_0=u$ reads $\lambda s=s^2$, or $\lambda=s$. The exponential is then 1 and

$$j_T^{\rm WKB}(L_0)=2s\,D(s/2)=2.425 .$$

So at $L_0$ tunnelling exceeds the over-barrier current by a factor 2.4 even under the tempting solution's own transmission law. The integrand $e^{x-\lambda\sqrt x}$ equals 1 at the top ($x=0$) and again at the band edge ($x=u$). Equating exponentials matched these two end values and ignored the area between them.

Within WKB the repair is to solve $j_T^{\rm WKB}=1$. The integral decreases steadily with $\lambda$, from $e^u-1$ at $\lambda=0$ towards zero, so there is one root. It is $\lambda=4.2107$, which gives

$$L_{\rm WKB}=\frac{\lambda}{2\sqrt{m\,kT}}=108.0\ \text{bohr}=5.72\ \text{nm}.$$

The size of the shift can be understood. Tunnelling must fall by a factor 2.425, and no electron decays faster than $2\kappa_0=2\times0.07668=0.153$ per bohr. The extra length must therefore exceed $\ln(2.425)/0.153=5.8$ bohr. It is 7.1 bohr, because electrons above the band edge decay more slowly.

**The prefactors.** The second fault remains in the WKB result. An abrupt step reflects a wave even when its energy lies above the step, so $T=1$ is wrong for $E>U$. The tunnelling probability also has a factor in front of its exponential. Both follow from the wave equation.

## Right solution

### Transmission of the abrupt barrier

Let the barrier occupy $0<z<L$, and take $0<E<U$ first. Outside, the wave number is $k=\sqrt{mE}$; inside, the decay constant is $\kappa=\sqrt{m(U-E)}$. A wave of unit amplitude arrives from the left. To the right there is only the transmitted wave $t\,e^{ik(z-L)}$, so $\psi(L)=t$ and $\psi'(L)=ikt$. Because the masses are equal, both $\psi$ and $\psi'$ are continuous. The solution inside with these values at $z=L$ is

$$\psi(z)=t\left[\cosh\kappa(z-L)+\frac{ik}{\kappa}\sinh\kappa(z-L)\right].$$

At the left edge this gives

$$\psi(0)=t\left[\cosh\kappa L-\frac{ik}{\kappa}\sinh\kappa L\right],$$
$$\psi'(0)=t\left[ik\cosh\kappa L-\kappa\sinh\kappa L\right].$$

On the left $\psi=e^{ikz}+r\,e^{-ikz}$, so $\psi(0)=1+r$ and $\psi'(0)/(ik)=1-r$. Half their sum is the incident amplitude, 1. Using $-\kappa/(ik)=i\kappa/k$,

$$1=t\left[\cosh\kappa L+\frac i2\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa L\right].$$

The wave number is the same on both sides, so $T=|t|^2$. Take the squared modulus and use $\cosh^2=1+\sinh^2$ and $1+\frac14(a-1/a)^2=\frac14(a+1/a)^2$ with $a=\kappa/k$:

$$\frac1T=1+\frac{(\kappa^2+k^2)^2}{4\kappa^2k^2}\sinh^2\kappa L .$$

Since $\kappa^2+k^2=mU$ and $\kappa^2k^2=m^2E(U-E)$,

$$T=\left[1+\frac{U^2\sinh^2\kappa L}{4E(U-E)}\right]^{-1}\qquad(0<E<U).$$

For $E>U$ put $\kappa=iq$ with $q=\sqrt{m(E-U)}$. Then $\sinh^2\kappa L=-\sin^2qL$, and $U-E=-(E-U)$ supplies a second minus sign:

$$T=\left[1+\frac{U^2\sin^2qL}{4E(E-U)}\right]^{-1}\qquad(E>U).$$

At the top, $\sinh^2\kappa L\to m(U-E)L^2$, and both forms tend to $T(U)=1/(1+mUL^2/4)$.

### The crossing

Setting $j_T=j_O$ with these transmissions and solving numerically gives

$$L^*=121.4\ \text{bohr}=6.43\ \text{nm},\qquad j_T=j_O=0.3425 .$$

As a test, the wave equation was also integrated step by step through a barrier of this length. The transmissions agree with the formulas, and the two currents computed from them are again equal.

Is this the only crossing? The tunnelling current decreases with $L$ at every energy, because $\sinh\kappa L$ grows. The over-barrier current contains $\sin^2qL$ and need not be monotonic, but it can be bounded. It cannot exceed 1. Replacing $\sin^2$ by 1 gives a lower bound on $T$ independent of $L$. With $E=U+\xi kT$,

$$T\ge\frac{4E(E-U)}{(2E-U)^2}=1-\frac{u^2}{(u+2\xi)^2},$$

which increases with $\xi$. Keeping only $\xi>1$, where the Boltzmann weight integrates to $e^{-1}$,

$$j_O\ge e^{-1}\left[1-\left(\frac{15.473}{17.473}\right)^2\right]=0.079 .$$

At $L=100$ bohr the computed ratio $j_T/j_O$ is 14.75, so $j_T\ge14.75\times0.079\approx1.17$. For any shorter barrier $j_T$ is larger still, while $j_O\le1$: there is no crossing below 100 bohr. At 160 bohr the ratio is 0.0525, so $j_T\le0.0525$. For any longer barrier $j_T$ is smaller still, while $j_O\ge0.079$: there is no crossing above 160 bohr. Between these lengths a numerical scan in steps of about half a bohr finds one sign change.

## Reading the result

**What moved the answer.** At $L^*$ the WKB law would give a tunnelling current of 0.2603 and an over-barrier current of 1. The abrupt barrier gives 0.3425 for both. Tunnelling is thus larger than its WKB value by a factor 1.32, and the over-barrier current is smaller by a factor 2.92. On a logarithmic scale, reflection above the barrier accounts for $\ln2.92=1.07$ of the total $\ln(1/0.2603)=1.35$, about four fifths.

The reflection is strongest just above the top, where the supply of over-barrier electrons is largest. At the top itself,

$$T(U)=\frac{1}{1+(0.07668\times121.44)^2/4}=0.044 ,$$

so an electron that barely clears the barrier is mostly reflected.

The tunnelling enhancement is the net effect of the prefactor: compared with WKB, the lower, middle and upper thirds of the barrier carry about 1.55, 3.8 and 0.69 times the current. When $\kappa L\gg1$, $\sinh^2\kappa L\approx e^{2\kappa L}/4$ and

$$T\approx\frac{16E(U-E)}{U^2}\,e^{-2\kappa L}.$$

The prefactor reaches 4 at mid-barrier and exceeds 1 for $0.067<E/U<0.933$. It vanishes at the band edge, so the electrons chosen in the tempting solution, those with $E=0$, do not tunnel at all through this barrier.

**Which electrons tunnel.** At $L^*$ the lower, middle and upper thirds of the barrier carry 44.9%, 27.6% and 27.5% of the tunnelling current. No single energy represents it. The WKB exponent $y^2-\lambda y$ shows why a search for one dominant energy fails: it is convex in $y=\sqrt x$, so its stationary point $y=\lambda/2$ is a minimum. The exponential favours both ends of the range, the well-populated band edge and the top. The abrupt barrier keeps the interior minimum, but its prefactor lowers both ends and moves the low-energy peak to about $2.4\,kT$ above the band edge.

**How sharp the crossover is.** The computed ratios are:

| $L$ (bohr) | $j_T/j_O$ |
|---:|---:|
| 80 | 238 |
| 100 | 14.75 |
| 120 | 1.18 |
| 140 | 0.172 |
| 160 | 0.052 |

At $L^*$ the logarithm of the ratio falls by 0.112 per bohr, so the ratio changes by a factor $e$ over about 9 bohr, or 0.5 nm. The tempting answer is short by 1.1 nm, and near that length tunnelling is more than ten times the over-barrier current. An error of 17% in length, relative to $L^*$, becomes an error of an order of magnitude in the current ratio.

The fall becomes slower for longer barriers. The WKB integral suggests the reason: for $\lambda\gg\sqrt u$ the low energies are cut off, only small $x$ contributes, and

$$j_T^{\rm WKB}\approx\int_0^\infty e^{-\lambda\sqrt x}dx=\frac{2}{\lambda^2}.$$

Within WKB the exponential fall has turned into a power law, carried by electrons just below the top. The abrupt barrier also ends in a power law, but a steeper one. Just below the top its transmission is $T\approx4x/[u\sinh^2(\lambda\sqrt x/2)]$ for long barriers, and substituting $y=\lambda\sqrt x/2$ shows that the integral over $x$ is proportional to $1/(u\lambda^4)$. The table stops well before this limit is reached.

**Scaling with mass and barrier height.** In the abrupt-barrier problem $\kappa L=\lambda\sqrt x/2$, a similar relation holds for $qL$, and $E/U=1-x/u$. The condition $j_T=j_O$ therefore involves only $u$ and $\lambda$. At fixed $U$ and fixed temperature the root $\lambda^*$ is fixed, and

$$L^*=\frac{\lambda^*}{2\sqrt{m\,kT}}\propto\frac{1}{\sqrt m}.$$

A transport mass of 0.8 instead of 0.2 would halve the length to 3.2 nm. The dependence on $U$ is not a pure power. The estimate $L_0\propto\sqrt U$ gives the right direction but overstates the change: doubling $U$ from 0.4 to 0.8 eV lengthens $L^*$ from 121.4 to 152.7 bohr, a factor 1.26 instead of 1.41. A higher barrier suppresses thermal emission as $e^{-U/kT}$ and tunnelling only as $e^{-2\sqrt{mU}L}$, so tunnelling stays in the lead up to a greater length.

## A second case: Fermi level at the band edge

If the Fermi level rises to the band edge, Boltzmann statistics fail there and the supply no longer cancels. For small bias, $f_s-f_d$ is proportional to $-\partial f/\partial E$, which is the weight for one mode. A wide three-dimensional contact has a constant density of transverse energies, and summing over them gives

$$\int_0^\infty\left[-f'(E+E_\perp)\right]dE_\perp=f(E).$$

With $\mu=0$ and $b=e^{-E/kT}$, the two weights are

$$-kT\,\frac{\partial f}{\partial E}=\frac{b}{(1+b)^2},\qquad f(E)=\frac{b}{1+b}.$$

Relative to the Boltzmann factor $b$, the supply at the band edge is reduced to one quarter and one half. High above the edge it is unchanged. Tunnelling loses more than thermal emission, so the crossing moves to shorter lengths: 120.6 bohr for one mode and 121.0 bohr for the wide contact, against 121.4 bohr.

The shifts are small. For one mode, $0.81\times0.112=0.09$, so the logarithm of the current ratio at $L^*$ has dropped by about 0.09, and the ratio itself by between 8 and 9%. The reduction is confined to a few $kT$ above the band edge, and there the transmission is itself suppressed by its factor $E$. With the Fermi level $8kT$ below the edge, both weights, and also a single mode with a bias of $4kT$, reproduce $L^*$ to within 0.02 bohr; this was tested. A Fermi level well inside the band is a different case, not covered by these numbers.

## What the length means for a transistor

For the stated model the answer is 6.4 nm. Its largest correction to the tempting value comes from reflection at perfectly sharp edges, and a real gate produces a rounded barrier. Rounding weakens that reflection, which by itself would shorten the crossing length. But it also makes the barrier narrower near its top and wider near its foot, which changes the tunnelling current. The two effects can nearly cancel. If each edge follows $\tanh(z/w)$, with the maximum kept at $U$ and $L$ measured at half height, the crossing stays within 1% of 121.4 bohr for $w$ up to 15 bohr and rises to about 142 bohr at $w=30$ bohr. Rounding therefore does not simply bring back the WKB value of 5.7 nm. A drain bias that tilts the barrier, an electrical barrier length different from the gate length, scattering, a mass that varies with energy in the gap, or heavily doped contacts with the Fermi level well inside the band would each change the result. The numerical output below gives more digits than such a model deserves as a prediction for a device; they serve to check the calculation.

## Values computed for the example and the checks

```
barrier height (input): 0.4 eV
transport mass (input): 0.2 electron masses
temperature (input): 300 K
barrier height U: 0.029399 Ry
thermal energy kT: 0.0019001 Ry
U/kT: 15.473 (dimensionless)
decay constant at band edge: 0.07668 1/bohr
estimate L0: 100.89 bohr = 5.34 nm
WKB ratio at L0: 2.425 (dimensionless)
WKB crossing length: 108.00 bohr = 5.72 nm
WKB lambda at its crossing: 4.2107
abrupt-barrier L*: 121.44 bohr = 6.43 nm
currents at L*, relative to full transmission above the barrier:
  tunnelling, abrupt barrier: 0.3425
  over-barrier, abrupt barrier: 0.3425
  tunnelling, WKB: 0.2603
  from wave equation: 0.3425 and 0.3425
transmission at barrier top, L*: 0.0441
tunnelling share, lower third of barrier: 44.9 %
tunnelling share, middle third of barrier: 27.6 %
tunnelling share, upper third of barrier: 27.5 %
slope of ln(J_T/J_O) at L*: -0.1121 1/bohr
J_T/J_O at L = 80 bohr: 238.1
J_T/J_O at L = 100 bohr: 14.75
J_T/J_O at L = 120 bohr: 1.177
J_T/J_O at L = 140 bohr: 0.1717
J_T/J_O at L = 160 bohr: 0.05248
L*, Fermi level at band edge, one mode: 120.63 bohr
L*, Fermi level at band edge, wide contact: 121.00 bohr
```
